# Step speed from surface diffusion between equidistant absorbing steps: test program

```python
"""
Result under test: speed of equidistant steps fed by surface diffusion,
    v = 2 * Omega * G * xs * tanh(L / (2 xs)),
with both sides of each step held at the equilibrium adatom density.
Symbols: D diffusion coefficient, tau mean time before desorption,
xs = sqrt(D tau) diffusion length, Omega crystal area per atom,
F incoming flux, n_eq equilibrium adatom density, G = F - n_eq/tau,
L terrace width, lam = L/(2 xs), k attachment coefficient of a step side,
theta = Omega G tau. Lengths are in nm and times in s.
Positive speed means advance over the lower terrace.
"""
import numpy as np
from scipy.integrate import solve_bvp
from scipy.linalg import solve_banded
from scipy.optimize import brentq

D = 1.0e7
tau = 1.0e-3
Omega = 0.1
n_eq = 1.0e-3
F = 1.2
L = 200.0
k_attach = 1.0e6

xs = np.sqrt(D * tau)
G = F - n_eq / tau
lam = L / (2 * xs)
theta = Omega * G * tau


def speed_formula(width, drive=G):
    return 2 * Omega * drive * xs * np.tanh(width / (2 * xs))


def terrace_density(width, flux, intervals=2000):
    """Finite-difference solution of D n'' - n/tau + flux = 0."""
    h = width / intervals
    size = intervals - 1
    bands = np.zeros((3, size))
    bands[0, 1:] = -D / h**2
    bands[1, :] = 2 * D / h**2 + 1 / tau
    bands[2, :-1] = -D / h**2
    source = np.full(size, flux)
    source[0] += D * n_eq / h**2
    source[-1] += D * n_eq / h**2
    inner = solve_banded((1, 1), bands, source)
    return h, np.concatenate(([n_eq], inner, [n_eq]))


def numerical_speed(upper_width, lower_width, flux):
    """Sum of diffusion fluxes reaching one step from its two terraces."""
    h_up, up = terrace_density(upper_width, flux)
    h_low, low = terrace_density(lower_width, flux)
    slope_up = (3 * up[-1] - 4 * up[-2] + up[-3]) / (2 * h_up)
    slope_low = (-3 * low[0] + 4 * low[1] - low[2]) / (2 * h_low)
    return Omega * D * (slope_low - slope_up)


# Density profile and speeds from the original density equation
h, density = terrace_density(L, F)
x = np.linspace(-L / 2, L / 2, len(density))
profile = n_eq + G * tau * (1 - np.cosh(x / xs) / np.cosh(lam))
assert np.max(np.abs(density - profile)) < 1e-5 * G * tau

widths = [20.0, 100.0, 200.0, 400.0, 1000.0]
table = []
for width in widths:
    v_num = numerical_speed(width, width, F)
    assert abs(v_num / speed_formula(width) - 1) < 5e-5
    table.append((width, v_num, speed_formula(width)))

wide, narrow = 300.0, 100.0
v_unequal_num = numerical_speed(wide, narrow, F)
v_unequal = Omega * G * xs * (np.tanh(wide / (2 * xs))
                              + np.tanh(narrow / (2 * xs)))
assert abs(v_unequal_num / v_unequal - 1) < 5e-5

v_retreat_num = numerical_speed(L, L, 0.0)
v_retreat = speed_formula(L, -n_eq / tau)
assert v_retreat_num < 0
assert abs(v_retreat_num / v_retreat - 1) < 5e-5


# Random walk on a lattice with desorption and absorbing step sites
def captured_fraction(start, sites, xs_sites, rng):
    position = start.copy()
    total = len(position)
    captured = 0
    p_desorb = 1 / (1 + 2 * xs_sites**2)
    while len(position):
        at_step = (position == 0) | (position == sites)
        captured += np.count_nonzero(at_step)
        position = position[~at_step]
        draw = rng.random(len(position))
        stays = draw >= p_desorb
        position, draw = position[stays], draw[stays]
        goes_left = draw < p_desorb + (1 - p_desorb) / 2
        position = position + np.where(goes_left, -1, 1)
    return captured / total


rng = np.random.default_rng(12345)
walkers = 100000
sites = 40
xs_sites = sites / (2 * lam)
walk_mean = captured_fraction(rng.integers(0, sites, walkers),
                              sites, xs_sites, rng)
walk_centre = captured_fraction(np.full(walkers, sites // 2),
                                sites, xs_sites, rng)
capture_mean = np.tanh(lam) / lam
capture_centre = 1 / np.cosh(lam)
# Five standard errors plus a small allowance for the lattice spacing
for found, expected in ((walk_mean, capture_mean),
                        (walk_centre, capture_centre)):
    error = np.sqrt(expected * (1 - expected) / walkers)
    assert abs(found - expected) < 5 * error + 5e-4


# Boundary-value solver: w = (n-n_eq)/(G tau), s = distance/xs
def scaled_edge_flux(length, drift, resistance):
    """Total flux into the two edges, in units of G xs."""
    def equations(s, y):
        return np.vstack((y[1], y[0] - 1 - 2 * drift * y[1]))

    def edges(left, right):
        return np.array([left[0] - resistance * left[1],
                         right[0] + resistance * right[1]])

    mesh = np.linspace(0, length, 201)
    answer = solve_bvp(equations, edges, mesh, np.zeros((2, 201)),
                       tol=1e-8, max_nodes=20000)
    assert answer.success
    return answer.y[1, 0] - answer.y[1, -1]


def moving_flux_formula(length, drift):
    q = np.sqrt(1 + drift**2)
    return (2 * q * (np.cosh(q * length) - np.cosh(drift * length))
            / np.sinh(q * length))


def self_consistent_flux(flux_function, coverage):
    drift = 0.0
    for _ in range(12):
        flux = flux_function(drift)
        new_drift = coverage * flux / 2
        change = abs(new_drift - drift)
        drift = new_drift
    assert change < 1e-10
    return flux


def correction_formula(half_length, coverage):
    s2 = np.sinh(2 * half_length)
    t = np.tanh(half_length)
    bracket = 0.5 + half_length / s2 - 2 * half_length**2 / (s2 * t)
    return coverage**2 * t**2 * bracket


# Large coverage makes the effect of step motion visible
theta_test = 0.3
static_flux = 2 * np.tanh(lam)
moving_num = self_consistent_flux(
    lambda p: scaled_edge_flux(2 * lam, p, 0.0), theta_test)
moving_formula = self_consistent_flux(
    lambda p: moving_flux_formula(2 * lam, p), theta_test)
assert abs(moving_num / moving_formula - 1) < 1e-6
shift_test = moving_num / static_flux - 1
assert abs(shift_test) > 1e-3

for half_length in (0.5, 1.0, 2.5):
    small_theta = 0.05
    full = self_consistent_flux(
        lambda p: moving_flux_formula(2 * half_length, p), small_theta)
    shift = full / (2 * np.tanh(half_length)) - 1
    assert abs(shift / correction_formula(half_length, small_theta) - 1) < 0.02

# Finite attachment coefficient, equal on both sides of a step
resistance = D / (k_attach * xs)
v_attach_num = Omega * G * xs * scaled_edge_flux(2 * lam, 0.0, resistance)
v_attach = speed_formula(L) / (1 + resistance * np.tanh(lam))
assert abs(v_attach_num / v_attach - 1) < 1e-6

# Widths where each limiting law differs from the full law by one per cent
narrow_limit = 2 * brentq(lambda z: z / np.tanh(z) - 1.01, 0.01, 1.0)
wide_limit = 2 * brentq(lambda z: 1 / np.tanh(z) - 1.01, 1.0, 10.0)
for ratio, law in ((narrow_limit, Omega * G * narrow_limit * xs),
                   (wide_limit, 2 * Omega * G * xs)):
    v_num = numerical_speed(ratio * xs, ratio * xs, F)
    assert abs(law / v_num - 1.01) < 1e-4

v = speed_formula(L)
print(f"diffusion coefficient D = {D:.1e} nm^2/s")
print(f"time before desorption tau = {tau:.1e} s")
print(f"area per atom Omega = {Omega:.2f} nm^2")
print(f"equilibrium density n_eq = {n_eq:.1e} nm^-2")
print(f"incoming flux F = {F:.2f} nm^-2 s^-1")
print(f"equilibrium flux n_eq/tau = {n_eq/tau:.2f} nm^-2 s^-1")
print(f"net driving flux G = {G:.2f} nm^-2 s^-1")
print(f"diffusion length xs = {xs:.1f} nm")
print(f"terrace width L = {L:.1f} nm")
print(f"lam = L/(2 xs) = {lam:.3f} (no unit)")
print(f"tanh(lam) = {np.tanh(lam):.5f} (no unit)")
print(f"mid-terrace density, formula = {profile[len(x)//2]:.6e} nm^-2")
print(f"mid-terrace density, numerical = {density[len(x)//2]:.6e} nm^-2")
print(f"flux into one step side = {G*xs*np.tanh(lam):.4f} nm^-1 s^-1")
print(f"step speed v, formula = {v:.5f} nm/s")
print(f"step speed v, numerical = {numerical_speed(L, L, F):.5f} nm/s")
print(f"net growth rate v/L = {v/L:.6f} layers/s")
print(f"upper limit of growth rate Omega G = {Omega*G:.4f} layers/s")
print(f"upper limit of speed 2 Omega G xs = {2*Omega*G*xs:.4f} nm/s")
print("width (nm), numerical v (nm/s), formula v (nm/s), v/(Omega G L)")
for width, v_num, v_form in table:
    print(f"  {width:6.0f}  {v_num:.5f}  {v_form:.5f}"
          f"  {v_form/(Omega*G*width):.4f}")
print(f"narrow law 1% too high at L/xs = {narrow_limit:.3f} (no unit)")
print(f"wide law 1% too high at L/xs = {wide_limit:.3f} (no unit)")
print(f"unequal terraces: {wide:.0f} nm and {narrow:.0f} nm")
print(f"their step speed, formula = {v_unequal:.5f} nm/s")
print(f"their step speed, numerical = {v_unequal_num:.5f} nm/s")
print(f"speed without incoming flux, formula = {v_retreat:.4f} nm/s")
print(f"speed without incoming flux, numerical = {v_retreat_num:.4f} nm/s")
print(f"random walkers per test = {walkers} (count)")
print(f"lattice spacings across terrace = {sites} (count)")
print(f"mean capture, formula = {capture_mean:.4f} (no unit)")
print(f"mean capture, random walk = {walk_mean:.4f} (no unit)")
print(f"capture from centre, formula = {capture_centre:.4f} (no unit)")
print(f"capture from centre, random walk = {walk_centre:.4f} (no unit)")
print(f"theta = Omega G tau = {theta:.2e} (no unit)")
print(f"moving-step relative change = {correction_formula(lam, theta):.2e}")
print(f"large theta used as a test = {theta_test:.2f} (no unit)")
print(f"relative change there, numerical = {shift_test:.3e} (no unit)")
print(f"relative change there, formula = {moving_formula/static_flux-1:.3e}")
print(f"attachment coefficient k = {k_attach:.1e} nm/s")
print(f"D/(k xs) = {resistance:.3f} (no unit)")
print(f"speed with finite k, formula = {v_attach:.5f} nm/s")
print(f"speed with finite k, numerical = {v_attach_num:.5f} nm/s")
print("finished without a failed check")
```

Output:

```
diffusion coefficient D = 1.0e+07 nm^2/s
time before desorption tau = 1.0e-03 s
area per atom Omega = 0.10 nm^2
equilibrium density n_eq = 1.0e-03 nm^-2
incoming flux F = 1.20 nm^-2 s^-1
equilibrium flux n_eq/tau = 1.00 nm^-2 s^-1
net driving flux G = 0.20 nm^-2 s^-1
diffusion length xs = 100.0 nm
terrace width L = 200.0 nm
lam = L/(2 xs) = 1.000 (no unit)
tanh(lam) = 0.76159 (no unit)
mid-terrace density, formula = 1.070389e-03 nm^-2
mid-terrace density, numerical = 1.070389e-03 nm^-2
flux into one step side = 15.2319 nm^-1 s^-1
step speed v, formula = 3.04638 nm/s
step speed v, numerical = 3.04638 nm/s
net growth rate v/L = 0.015232 layers/s
upper limit of growth rate Omega G = 0.0200 layers/s
upper limit of speed 2 Omega G xs = 4.0000 nm/s
width (nm), numerical v (nm/s), formula v (nm/s), v/(Omega G L)
      20  0.39867  0.39867  0.9967
     100  1.84847  1.84847  0.9242
     200  3.04638  3.04638  0.7616
     400  3.85610  3.85611  0.4820
    1000  3.99960  3.99964  0.2000
narrow law 1% too high at L/xs = 0.347 (no unit)
wide law 1% too high at L/xs = 5.303 (no unit)
unequal terraces: 300 nm and 100 nm
their step speed, formula = 2.73453 nm/s
their step speed, numerical = 2.73453 nm/s
speed without incoming flux, formula = -15.2319 nm/s
speed without incoming flux, numerical = -15.2319 nm/s
random walkers per test = 100000 (count)
lattice spacings across terrace = 40 (count)
mean capture, formula = 0.7616 (no unit)
mean capture, random walk = 0.7617 (no unit)
capture from centre, formula = 0.6481 (no unit)
capture from centre, random walk = 0.6472 (no unit)
theta = Omega G tau = 2.00e-05 (no unit)
moving-step relative change = 1.20e-11
large theta used as a test = 0.30 (no unit)
relative change there, numerical = 2.675e-03 (no unit)
relative change there, formula = 2.675e-03
attachment coefficient k = 1.0e+06 nm/s
D/(k xs) = 0.100 (no unit)
speed with finite k, formula = 2.83079 nm/s
speed with finite k, numerical = 2.83079 nm/s
finished without a failed check
```
